# Certified Capacitance Bounds for a Voxel Dielectric from Potentials and Balanced Fluxes: test program

```python
"""Certified two-sided capacitance bounds for a voxel dielectric.

Result under test, with kappa = C / C_vacuum, plates at z=0 (potential 1)
and z=top (potential 0), and insulating side walls:
  flux^2 / integral(D^2/eps) <= kappa*area/height <= integral(eps*|grad u|^2)
for every continuous u with these plate values and every divergence-free D
without side flux. The gap equals integral(|D-eps*E|^2/eps), E=-grad u, when
D is scaled to the flux given by the lower bound.
Lengths inside the routines are in grid cells. eps10 is ten times the
permittivity, an integer, so that final energies are exact rational numbers.
u: nodal potentials; faces: integrated fluxes through x, y and z faces.
"""
from fractions import Fraction
from itertools import product
from math import floor, ceil, pi, sqrt, atan, log2
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy import constants as const

SCALE = 2**40
HALVES = (slice(None, -1), slice(1, None))


def conjugate_gradient(apply, rhs, x, inverse_diagonal, steps):
    x = x.copy()
    r = rhs - apply(x)
    z = inverse_diagonal * r
    d = z.copy()
    rz = r @ z
    limit = 1e-10 * np.linalg.norm(rhs)
    for _ in range(steps):
        if np.linalg.norm(r) <= limit:
            break
        q = apply(d)
        a = rz / (d @ q)
        x += a * d
        r -= a * q
        z = inverse_diagonal * r
        new = r @ z
        d = z + (new / rz) * d
        rz = new
    return x


def ramp_potential(n):
    return np.ones((n[0] + 1, n[1] + 1, 1)) * (1 - np.arange(n[2] + 1) / n[2])


def solve_potential(eps10, steps=3000):
    """Minimize the trilinear finite-element energy."""
    n = eps10.shape
    u = ramp_potential(n)
    ids = np.arange(u.size).reshape(u.shape)
    corners = np.array([ids[HALVES[a], HALVES[b], HALVES[c]].ravel()
                        for a, b, c in product((0, 1), repeat=3)])
    k = np.array([[1., -1.], [-1., 1.]])
    m = np.array([[2., 1.], [1., 2.]]) / 6
    element = (np.kron(k, np.kron(m, m)) + np.kron(m, np.kron(k, m))
               + np.kron(m, np.kron(m, k)))
    values = element[:, :, None] * (eps10.ravel() / 10)
    rows = np.broadcast_to(corners[:, None, :], values.shape).ravel()
    cols = np.broadcast_to(corners[None, :, :], values.shape).ravel()
    stiff = sp.coo_matrix((values.ravel(), (rows, cols)),
                          shape=(u.size, u.size)).tocsr()
    free = ids[:, :, 1:-1].ravel()
    plates = ids[:, :, [0, -1]].ravel()
    flat = u.ravel().copy()
    block = stiff[free]
    inner = block[:, free].tocsr()
    rhs = -(block[:, plates] @ flat[plates])
    flat[free] = conjugate_gradient(lambda x: inner @ x, rhs, flat[free],
                                    1 / inner.diagonal(), steps)
    return flat.reshape(u.shape)


def solve_flux(eps10, steps=3000):
    """Minimize complementary energy; balance is only as good as the solve."""
    n = eps10.shape
    ncell = eps10.size
    inv = 10 / eps10.ravel()
    cell = np.arange(ncell)
    mr, mc, mv, br, bc, bv = [], [], [], [], [], []
    shapes, offsets, side = [], [0], []
    for axis in range(3):
        shape = list(n)
        shape[axis] += 1
        size = int(np.prod(shape))
        ids = np.arange(size).reshape(shape) + offsets[-1]
        low = np.take(ids, range(n[axis]), axis).ravel()
        high = np.take(ids, range(1, n[axis] + 1), axis).ravel()
        mr += [low, high, low, high]
        mc += [low, high, high, low]
        mv += [inv / 3, inv / 3, inv / 6, inv / 6]
        br += [cell, cell]
        bc += [high, low]
        bv += [np.ones(ncell), -np.ones(ncell)]
        if axis < 2:
            side.append(np.take(ids, [0, n[axis]], axis).ravel())
        else:
            bottom = ids[:, :, 0].ravel()
        shapes.append(shape)
        offsets.append(offsets[-1] + size)
    total = offsets[-1]
    active = np.ones(total, dtype=bool)
    active[np.concatenate(side)] = False
    keep = np.flatnonzero(active)
    join = np.concatenate
    mass = sp.coo_matrix((join(mv), (join(mr), join(mc))),
                         shape=(total, total)).tocsr()
    div = sp.coo_matrix((join(bv), (join(br), join(bc))),
                        shape=(ncell, total)).tocsr()[:, keep].tocsr()
    div_t = div.T.tocsr()
    factor = splu(mass[keep][:, keep].tocsc())
    plate = np.zeros(total)
    plate[bottom] = 1
    plate = plate[keep]
    start = (np.ones((n[0], n[1], 1))
             * (1 - (np.arange(n[2]) + 0.5) / n[2])).ravel()
    p = conjugate_gradient(lambda x: div @ factor.solve(div_t @ x),
                           -(div @ factor.solve(plate)), start, 1.0, steps)
    flux = np.zeros(total)
    flux[keep] = factor.solve(plate + div_t @ p)
    return [flux[offsets[i]:offsets[i + 1]].reshape(shapes[i])
            for i in range(3)]


def certify_upper(eps10, u):
    """Exact rational energy of the rounded compatible potential."""
    n = eps10.shape
    v = np.rint(u * SCALE).astype(np.int64)
    v[:, :, 0] = SCALE
    v[:, :, -1] = 0
    v = v.astype(object)
    weight = eps10.astype(object)
    energy = 0
    for axis in range(3):
        d = np.moveaxis(np.diff(v, axis=axis), axis, 0)
        w = np.moveaxis(weight, axis, 0)
        c = {(a, b): d[:, HALVES[a], HALVES[b]]
             for a, b in product((0, 1), repeat=2)}
        form = 0
        for (a, b), (s, t) in product(c, repeat=2):
            form = form + (2 - abs(a - s)) * (2 - abs(b - t)) * c[a, b] * c[s, t]
        energy += int((w * form).sum())
    return Fraction(energy * n[2], 360 * n[0] * n[1] * SCALE**2)


def certify_lower(eps10, raw):
    """Balance any raw flux by column sweeps; evaluate its bound exactly."""
    n = eps10.shape
    fx, fy, fz = [np.rint(f * SCALE).astype(np.int64) for f in raw]
    fx[[0, -1]] = 0
    fy[:, [0, -1]] = 0
    lateral = np.diff(fx, axis=0) + np.diff(fy, axis=1)
    fz[:, :, 1:] = fz[:, :, :1] - np.cumsum(lateral, axis=2)
    assert not np.any(lateral + np.diff(fz, axis=2))
    charge = int(fz[:, :, 0].sum())
    assert charge == int(fz[:, :, -1].sum()) and charge != 0
    form = 0
    for axis, f in enumerate((fx, fy, fz)):
        f = f.astype(object)
        a = np.take(f, range(n[axis]), axis)
        b = np.take(f, range(1, n[axis] + 1), axis)
        form = form + a * a + a * b + b * b
    energy = sum(Fraction(10 * int(form[eps10 == e].sum()), 3 * int(e))
                 for e in np.unique(eps10))
    kappa = Fraction(n[2], n[0] * n[1]) * charge**2 / energy
    factor = float(kappa) * n[0] * n[1] / n[2] / charge
    return kappa, [f * factor for f in (fx, fy, fz)]


def interpolate(a, axis, t):
    m = a.shape[axis]
    return ((1 - t) * np.take(a, range(m - 1), axis)
            + t * np.take(a, range(1, m), axis))


def sample_fields(u, faces):
    """E and D at the 2x2x2 Gauss points: axes are point, component, cell."""
    points = (0.5 - 1 / sqrt(12), 0.5 + 1 / sqrt(12))
    e_all, d_all = [], []
    for point in product(points, repeat=3):
        e_now, d_now = [], []
        for axis in range(3):
            e = -np.diff(u, axis=axis)
            for other in range(3):
                if other != axis:
                    e = interpolate(e, other, point[other])
            e_now.append(e)
            d_now.append(interpolate(faces[axis], axis, point[axis]))
        e_all.append(e_now)
        d_all.append(d_now)
    return np.array(e_all), np.array(d_all)


def cell_integral(values):
    return values.sum(axis=1).mean(axis=0)


def bracket(eps10):
    u = solve_potential(eps10)
    low, faces = certify_lower(eps10, solve_flux(eps10))
    return low, certify_upper(eps10, u), u, faces


def refine(eps10, m):
    for axis in range(3):
        eps10 = np.repeat(eps10, m, axis=axis)
    return eps10


def down(x, digits=5):
    return f"{floor(Fraction(x) * 10**digits) / 10**digits:.{digits}f}"


def up(x, digits=5):
    return f"{ceil(Fraction(x) * 10**digits) / 10**digits:.{digits}f}"


# Elementary exact cases: layers in series and columns in parallel.
layers = np.full((4, 4, 4), 10)
layers[:, :, 2:] = 40
columns = np.full((4, 4, 4), 10)
columns[2:] = 40
for case, exact in ((layers, 2 / (1 + 1 / 4)), (columns, (1 + 4) / 2)):
    low, high, _, _ = bracket(case)
    assert abs(float(low) - exact) < 1e-8 and abs(float(high) - exact) < 1e-8
    print(f"layer/column test: exact {exact:.4f}, "
          f"bounds {float(low):.8f} {float(high):.8f}")

# Midpoint field against the known field of the layered capacitor.
rng = np.random.default_rng(7)
u = ramp_potential(layers.shape)
u[:, :, 1:-1] += 0.05 * rng.standard_normal(u[:, :, 1:-1].shape)
raw = [0.05 * rng.standard_normal(s) for s in ((5, 4, 4), (4, 5, 4), (4, 4, 5))]
raw[2] += 0.4
_, faces = certify_lower(layers, raw)
E, D = sample_fields(u, faces)
eps = layers / 10
E_exact = np.zeros_like(E)
E_exact[:, 2] = (1 / eps) / (1 / eps).sum(axis=2, keepdims=True)
mid_error = cell_integral(eps * ((E + D / eps) / 2 - E_exact)**2).sum()
mismatch = cell_integral((D - eps * E)**2 / eps).sum()
assert abs(mid_error / mismatch - 0.25) < 1e-9
print(f"midpoint squared error / mismatch: {mid_error / mismatch:.8f}")

# Checkerboard with an exact duality value and singular central edge.
def checkerboard(n):
    i = np.arange(n) >= n // 2
    return np.where(i[:, None, None] ^ i[None, None, :], 40, 10)


exact = sqrt(1 * 4)
print(f"checkerboard eps 1 and 4, exact kappa {exact:.4f}")
gaps = {}
for n in (16, 64, 128):
    board = checkerboard(n)
    low, high, u, faces = bracket(board)
    assert low < exact < high
    assert abs(float(low * high) - exact**2) < 1e-6
    gaps[n] = float(high - low)
    print(f"  n={n:3d}: lower {down(low)} upper {up(high)} "
          f"product {float(low * high):.7f}")
    if n == 16:
        E, _ = sample_fields(u, faces)
        eps = board / 10
        raw_D = eps * E
        mean_D = raw_D[:, 2].mean()
        false_low = mean_D**2 / (cell_integral(raw_D**2 / eps).mean())
        assert false_low > exact + 0.01
        assert abs(false_low - float(high)) < 1e-7
        print(f"  n=16 false lower bound, raw flux: {false_low:.5f}")
rate = log2(gaps[64] / gaps[128])
predicted_rate = 8 / pi * atan(sqrt(1 / 4))
assert abs(rate - predicted_rate) < 0.1
print(f"  gap exponent: observed {rate:.3f}, predicted {predicted_rate:.3f}")

# Noisy trial fields must still enclose the exact value.
board = checkerboard(8)
u0, f0 = solve_potential(board), solve_flux(board)
for _ in range(30):
    u = u0 + 0.003 * rng.standard_normal(u0.shape)
    raw = [f + 0.003 * rng.standard_normal(f.shape) for f in f0]
    assert certify_lower(board, raw)[0] < exact < certify_upper(board, u)

# Worked example: porous matrix M, pores P, dense cap D, bottom layer first.
pattern = ["PMMM MMPM MPMM MMMP", "MMPM PMMM MMMP MPMM",
           "MPPM MMMM PMMM MMPM", "DDDD DDDD DDDD DDDD"]
ten_eps = {"M": 28, "P": 10, "D": 42}
voxels = np.array([[[ten_eps[c] for c in row] for row in layer.split()]
                   for layer in pattern]).transpose(1, 2, 0)
voxel_edge = 25.0
height = voxel_edge * voxels.shape[2]
print(f"voxel edge {voxel_edge:.1f} angstrom, box edge {height:.1f} angstrom")
print("eps: " + ", ".join(f"{k}={v / 10:.1f}" for k, v in ten_eps.items()))
for z, layer in enumerate(pattern):
    print(f"  layer {z} (rows x, letters y): {layer}")
eps = voxels / 10
print(f"pores: {int((voxels == 10).sum())} of {voxels.size} voxels, "
      f"mean eps {eps.mean():.5f}")
layer_upper = 1 / np.mean(1 / eps.mean(axis=(0, 1)))
column_lower = np.mean(1 / np.mean(1 / eps, axis=2))
print(f"simple bounds: columns {column_lower:.5f}, layers {layer_upper:.5f}")

results = {}
print("kappa brackets, m cells per voxel edge:")
for m in (1, 2, 4, 8):
    grid = refine(voxels, m)
    results[m] = bracket(grid)
    low, high = results[m][:2]
    print(f"  m={m}: lower {down(low)} upper {up(high)} "
          f"gap {float(high - low):.5f}")
assert column_lower <= results[1][0] and results[1][1] <= layer_upper
for a, b in ((1, 2), (2, 4), (4, 8)):
    assert results[a][0] < results[b][0] < results[b][1] < results[a][1]

print("stopped iterations at m=4:")
grid = refine(voxels, 4)
for steps in (0, 5, 10, 20):
    low = certify_lower(grid, solve_flux(grid, steps))[0]
    high = certify_upper(grid, solve_potential(grid, steps))
    assert float(low) <= float(results[4][0]) + 1e-9
    assert float(high) >= float(results[4][1]) - 1e-9
    print(f"  {steps:2d} steps: lower {down(low)} upper {up(high)}")

# Quadrature check of both energies and of the local gap on the finest grid.
low, high, u, faces = results[8]
eps = refine(voxels, 8) / 10
n = eps.shape
norm = n[2] / (n[0] * n[1])
E, D = sample_fields(u, faces)
energy_E = norm * cell_integral(eps * E**2).sum()
energy_D = norm * cell_integral(D**2 / eps).sum()
local_gap = norm * cell_integral((D - eps * E)**2 / eps)
assert abs(energy_E - float(high)) < 1e-8
assert abs(energy_D - float(low)) < 1e-8
assert abs(local_gap.sum() - float(high - low)) < 1e-8
print(f"m=8 gap: energies {float(high - low):.8f}, "
      f"mismatch {local_gap.sum():.8f}")
ordered = np.sort(local_gap.ravel())[::-1]
top_share = ordered[:ordered.size // 10].sum() / ordered.sum()
rim = np.isin(np.arange(n[0]) % 8, (0, 7)).astype(int)
near_edge = rim[:, None, None] + rim[None, :, None] + rim[None, None, :] >= 2
edge_share = local_gap[near_edge].sum() / local_gap.sum()
assert edge_share > near_edge.mean()
print(f"gap share of worst tenth of cells: {100 * top_share:.1f} %")
print(f"cells at voxel edges: {100 * near_edge.mean():.1f} % of volume, "
      f"{100 * edge_share:.1f} % of gap")

# Physical units: e/V for capacitance, and eV for energy at one volt.
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e10
vacuum = height / (4 * pi * coulomb)
c_low, c_high = float(low) * vacuum, float(high) * vacuum
si_vacuum = const.epsilon_0 * height * 1e-10
assert abs(vacuum * const.e / si_vacuum - 1) < 1e-12
to_af = const.e * 1e18
print(f"Coulomb constant e^2: {coulomb:.5f} eV angstrom")
print(f"vacuum capacitance: {vacuum:.6f} e/V")
print(f"certified C: {down(c_low)} to {up(c_high)} e/V")
print(f"certified C: {down(c_low * to_af)} to {up(c_high * to_af)} aF")
print(f"midpoint C: {(c_low + c_high) / 2:.5f} e/V, "
      f"error at most {up((c_high - c_low) / 2)} e/V")
print(f"relative half-gap: {100 * float((high - low) / (high + low)):.3f} %")
print(f"energy at 1 V: {down(c_low / 2)} to {up(c_high / 2)} eV")
field_error = 0.5 * sqrt(float((high - low) / low))
print(f"midpoint field error, energy norm: at most {up(100 * field_error, 2)} %")
print("every check passed")
```

Output:

```
layer/column test: exact 1.6000, bounds 1.60000000 1.60000000
layer/column test: exact 2.5000, bounds 2.50000000 2.50000000
midpoint squared error / mismatch: 0.25000000
checkerboard eps 1 and 4, exact kappa 2.0000
  n= 16: lower 1.98708 upper 2.01300 product 4.0000000
  n=16 false lower bound, raw flux: 2.01300
  n= 64: lower 1.99747 upper 2.00253 product 4.0000000
  n=128: lower 1.99888 upper 2.00112 product 4.0000000
  gap exponent: observed 1.181, predicted 1.181
voxel edge 25.0 angstrom, box edge 100.0 angstrom
eps: M=2.8, P=1.0, D=4.2
  layer 0 (rows x, letters y): PMMM MMPM MPMM MMMP
  layer 1 (rows x, letters y): MMPM PMMM MMMP MPMM
  layer 2 (rows x, letters y): MPPM MMMM PMMM MMPM
  layer 3 (rows x, letters y): DDDD DDDD DDDD DDDD
pores: 12 of 64 voxels, mean eps 2.81250
simple bounds: columns 2.33136, layers 2.64080
kappa brackets, m cells per voxel edge:
  m=1: lower 2.50149 upper 2.60247 gap 0.10097
  m=2: lower 2.53353 upper 2.57084 gap 0.03730
  m=4: lower 2.54525 upper 2.55902 gap 0.01376
  m=8: lower 2.54961 upper 2.55457 gap 0.00495
stopped iterations at m=4:
   0 steps: lower 2.06593 upper 2.81250
   5 steps: lower 2.36225 upper 2.60799
  10 steps: lower 2.38375 upper 2.56959
  20 steps: lower 2.46494 upper 2.55903
m=8 gap: energies 0.00494754, mismatch 0.00494754
gap share of worst tenth of cells: 86.5 %
cells at voxel edges: 15.6 % of volume, 78.7 % of gap
Coulomb constant e^2: 14.39965 eV angstrom
vacuum capacitance: 0.552635 e/V
certified C: 1.40900 to 1.41174 e/V
certified C: 0.22574 to 0.22619 aF
midpoint C: 1.41037 e/V, error at most 0.00137 e/V
relative half-gap: 0.097 %
energy at 1 V: 0.70450 to 0.70587 eV
midpoint field error, energy norm: at most 2.21 %
every check passed
```
